# The singles term in second-order perturbation theory for high-spin ROHF, part 1

(Sections cited here and not found follow in the later parts.)

## What spin symmetry allows

A second-order energy is a sum of terms of the form (coupling)²/(energy difference). A singles term can therefore exist only if the Hamiltonian couples the reference determinant to singly excited determinants, and spin symmetry fixes which coupling survives and what it is made of.

Let $\Phi$ be a high-spin determinant built from one set of real spatial orbitals: closed orbitals that hold both spins, open orbitals that hold an α electron only, and virtual orbitals that are empty. With $n_s$ open orbitals, $M_S = S = n_s/2$. The raising operator $S_+ = \sum_p a^\dagger_{p\alpha}a_{p\beta}$ annihilates $\Phi$, because every orbital that holds a β electron already holds an α electron, and so $\Phi$ is a pure spin state.

Take a closed orbital $i$ and a virtual orbital $a$. Two excitations $i\to a$ conserve $M_S$, namely $X^\alpha = a^\dagger_{a\alpha}a_{i\alpha}$ and $X^\beta = a^\dagger_{a\beta}a_{i\beta}$. The rule $[a^\dagger_p a_q, a^\dagger_r a_s] = \delta_{qr}a^\dagger_p a_s - \delta_{ps}a^\dagger_r a_q$ for spin orbitals gives

$$[S_+, X^\alpha] = -Y,\qquad [S_+, X^\beta] = +Y,\qquad Y = a^\dagger_{a\alpha}a_{i\beta}.$$

The sum $E = X^\alpha + X^\beta$ commutes with $S_+$. It moves both spins alike, and it is the direction along which a restricted calculation optimizes its orbitals, so at convergence $H$ has no coupling along $E\Phi$. The difference $T = X^\alpha - X^\beta$ has $[S_+,T] = -2Y$, and no restricted orbital rotation points along it. Its spin content follows from $S^2 = S_-S_+ + S_z(S_z+1)$ and $S_- = S_+^\dagger$. Since $S_+\Phi = 0$, we have $S_+T\Phi = -2Y\Phi$ with squared norm 4, while $T\Phi$ is a difference of two orthonormal determinants with squared norm 2. Hence

$$\langle S^2\rangle_{T\Phi} = S(S+1) + \frac{4}{2} = S(S+1)+2 .$$

A state with $M_S = S$ has no component of spin below $S$, and $S_+^2T\Phi = -2[S_+,Y]\Phi = 0$ excludes spin above $S+1$. If $w$ is the weight of spin $S+1$, then $S(S+1) + w[(S+1)(S+2) - S(S+1)] = S(S+1)+2$, which gives $w = 1/(S+1)$.

For a closed shell, $S=0$ and $w=1$: $T\Phi$ is a pure triplet, and a spin-free $H$ cannot couple it to the singlet $\Phi$. For $S>0$ a fraction $S/(S+1)$ of $T\Phi$ has the spin of $\Phi$, and nothing forbids the coupling. This coupling is the difference between what an α and a β electron feel. The one-electron operator and the Coulomb field of the total density are blind to spin, so only exchange with the unpaired electrons can contribute. The form of the answer is then fixed: couplings $\mp cK_{ia}$ for the two spins, with $K$ the exchange operator of the open shell and $c$ a pure number, and a singles energy $-c^2\sum_{ia} K_{ia}^2\,(1/\Delta^\alpha_{ia} + 1/\Delta^\beta_{ia})$ when the zeroth-order operator is diagonal in these orbitals. Symmetry does not give $c$ or the denominators $\Delta^\sigma$, and it does not say what to do when the zeroth-order operator is not diagonal.

## Entry 1. Matrix elements out of a determinant

Atomic units are used, energies are in hartree (Eh), the Hamiltonian is nonrelativistic and spin-free, and all orbitals are real. The nuclear repulsion $V_{nn}$ is a constant and is added at the end. In this entry the indices label spin orbitals, $i,j,k,l$ occupied in $\Phi$, $a,b,c$ empty, $p,q,r,s$ either. With $\langle pq|rs\rangle = (pr|qs) = \iint \phi_p(1)\phi_r(1)\,r_{12}^{-1}\,\phi_q(2)\phi_s(2)$ and $\langle pq\|rs\rangle = \langle pq|rs\rangle - \langle pq|sr\rangle$,

$$H = \sum_{pq}h_{pq}\,a^\dagger_pa_q + \frac14\sum_{pqrs}\langle pq\|rs\rangle\,a^\dagger_pa^\dagger_qa_sa_r .$$

For any determinant let $D_{qp} = \langle a^\dagger_pa_q\rangle$. In the basis of its own orbitals $D$ is diagonal with entries $n_p = 0$ or 1. The expectation value $\langle a^\dagger_pa^\dagger_qa_sa_r\rangle$ vanishes unless the two orbitals removed are the two put back; for $r=p$, $s=q$ it is $n_pn_q$, and for $r=q$, $s=p$ one anticommutation makes it $-n_pn_q$. This reads $D_{rp}D_{sq} - D_{sp}D_{rq}$, and since both sides transform alike under a change of orbital basis, it holds in every basis. The two terms contribute equally against the antisymmetric integral, so

$$E[D] = \sum_{pq}h_{pq}D_{qp} + \frac12\sum_{pqrs}\langle pq\|rs\rangle D_{rp}D_{sq}. \tag{1}$$

The energy is quadratic in $D$. The symmetry $\langle pq\|rs\rangle = \langle qp\|sr\rangle$ makes the two first-order variations of the last term equal and removes the factor ½:

$$\delta E = \sum_{pr}F_{pr}\,\delta D_{rp},\qquad F_{pr} = h_{pr} + \sum_j\langle pj\|rj\rangle . \tag{2}$$

The coupling to a single excitation comes from computing one derivative in two ways. Define $\Phi_i^a = a^\dagger_aa_i\Phi$. The operator $a^\dagger_aa_i$ commutes with the creators of the other occupied orbitals and turns $a^\dagger_i$ into $a^\dagger_a$, so $\Phi + \kappa\Phi_i^a$ is the determinant in which $\phi_i$ is replaced by $\phi_i + \kappa\phi_a$. Its norm changes only at order $\kappa^2$. As an expectation value its energy changes by $2\kappa\langle\Phi_i^a|H|\Phi\rangle$. As a functional of the density, with $\delta D_{ai} = \delta D_{ia} = \kappa$, it changes by $2\kappa F_{ai}$. Therefore

$$\frac{dE}{d\kappa}\Big|_0 = 2F_{ai},\qquad \langle\Phi_i^a|H|\Phi\rangle = F_{ai}. \tag{3}$$

For a double excitation define $\Phi_{ij}^{ab} = a^\dagger_aa^\dagger_ba_ja_i\Phi$. Only the two-electron operator can empty both $i$ and $j$ and fill both $a$ and $b$, and only the terms with $\{p,q\} = \{a,b\}$ and $\{r,s\} = \{i,j\}$ do so. There are four of them. Swapping $p$ with $q$, or $r$ with $s$, changes the sign of the operator string and of the integral together, so the four are equal and cancel the factor ¼:

$$\langle\Phi_{ij}^{ab}|H|\Phi\rangle = \langle ab\|ij\rangle . \tag{4}$$

$H$ contains at most two annihilators, so it does not couple $\Phi$ to triple or higher excitations.

Spin integration of (2) uses spatial orbitals from here on. The direct integral $\langle pj|rj\rangle = (pr|jj)$ needs $p$ and $r$ to have the same spin and accepts $j$ of either spin. The exchange integral $\langle pj|jr\rangle = (pj|jr)$ needs $p$, $j$ and $r$ all of the same spin. So $F$ has no αβ block (all its terms need equal spins of $p$ and $r$), and

$$F^\sigma_{pr} = h_{pr} + \sum_{j\in\alpha}(pr|jj) + \sum_{j\in\beta}(pr|jj) - \sum_{j\in\sigma}(pj|jr),$$

where $j\in\sigma$ runs over the orbitals occupied with spin $\sigma$. For the high-spin determinant the α set exceeds the β set by the open orbitals $t$, and everything else cancels in the difference:

$$F^\beta - F^\alpha = K,\qquad K_{pq} = \sum_{t\ \mathrm{open}}(pt|tq). \tag{5}$$

With no open orbital, (5) gives $F^\alpha = F^\beta$, the closed-shell Fock operator.

## Entry 2. Second order for any zeroth-order operator

Let $H = H_0 + V$ with $H_0\Phi = E_0\Phi$, where $E_0$ is a nondegenerate eigenvalue among the states with the same numbers of α and β electrons. Put $H(\lambda) = H_0 + \lambda V$, expand $E = E_0 + \lambda E_1 + \lambda^2E_2 + \dots$ and $\Psi = \Phi + \lambda\Psi_1 + \lambda^2\Psi_2 + \dots$, and normalize by $\langle\Phi|\Psi_n\rangle = 0$. The orders $\lambda$ and $\lambda^2$ of $H(\lambda)\Psi = E\Psi$ are

$$(E_0 - H_0)\Psi_1 = (V - E_1)\Phi,\qquad (E_0 - H_0)\Psi_2 = (V - E_1)\Psi_1 - E_2\Phi .$$

Projection on $\Phi$ kills the left sides, because $\langle\Phi|(E_0 - H_0) = 0$ for Hermitian $H_0$. This leaves $E_1 = \langle\Phi|V|\Phi\rangle$ and $E_2 = \langle\Phi|V|\Psi_1\rangle$. Projection with $Q = 1 - |\Phi\rangle\langle\Phi|$ gives $(E_0 - H_0)\Psi_1 = QV\Phi$, and $QV\Phi = QH\Phi$ since $QH_0\Phi = 0$. With the resolvent $R = Q(E_0 - H_0)^{-1}Q$,

$$E_0 + E_1 = \langle\Phi|H|\Phi\rangle,\qquad \Psi_1 = RH\Phi,\qquad E_2 = \langle\Phi|HRH|\Phi\rangle . \tag{6}$$

If $H_0$ is diagonal in determinants $\Phi_\mu$ with eigenvalues $E_0 + \Delta_\mu$, then $\Psi_1$ has amplitudes $-H_{\mu0}/\Delta_\mu$ and $E_2 = -\sum_\mu H_{\mu0}^2/\Delta_\mu$. The numerators are fixed by $\Phi$ and $H$ through (3) and (4). The choice of $H_0$ enters through $R$ alone, and a different admissible $H_0$ in general gives a different $E_2$ (a constant added to $H_0$ is an exception, since it cancels in $E_0 - H_0$).

The next order is needed later. It gives $E_3 = \langle\Phi|V|\Psi_2\rangle$ with $\Psi_2 = R(V - E_1)\Psi_1$, and $\langle\Phi|VR = \langle\Psi_1|$, so $E_3 = \langle\Psi_1|V - E_1|\Psi_1\rangle$.

## Entry 3. Three electrons in three orbitals, with symmetry

The smallest system with a closed, an open and a virtual orbital is a doublet with orbitals $i$ (closed), $t$ (open) and $a$ (virtual). Suppose first that $i$ and $a$ are even and $t$ is odd under a reflection, as for σ, σ* and π orbitals of a planar radical. An integral vanishes if $t$ appears in it an odd number of times. Both Fock operators are even, so $F^\sigma_{it} = F^\sigma_{ta} = 0$, and the only orbital rotation that keeps the symmetry is $i\to a$.

The restricted rotation replaces $\phi_i$ by $\phi_i + \kappa\phi_a$ for both spins. By (2) the two changes add, $dE/d\kappa = 2(F^\alpha_{ai} + F^\beta_{ai})$, and the restricted open-shell Hartree–Fock (ROHF) solution sets this to zero. Equation (5) gives $F^\beta_{ai} - F^\alpha_{ai} = (at|ti) \equiv K$. Two linear equations fix both elements:

$$F^\alpha_{ai} = -\tfrac12K,\qquad F^\beta_{ai} = +\tfrac12K . \tag{7}$$

So $c = \tfrac12$. The sign can be read physically. An α electron in $\phi_i$ lowers its energy by changing shape to gain exchange with the α electron in $\phi_t$. The restricted orbital is a compromise that goes too little in that direction for α and too far for β, and the two residual forces cancel.

The α-occupied block of $F^\alpha$ (orbitals $i,t$) and the β-virtual block of $F^\beta$ (orbitals $t,a$) are diagonal by symmetry, and the other two blocks have one element each. The natural choice is $H_0 = \sum_{p\sigma}F^\sigma_{pp}\,n_{p\sigma}$, the Fock operator with the elements (7) left out. The determinants with two α electrons and one β electron that couple to $\Phi$ are listed next.

The singles $X^\alpha\Phi$ and $X^\beta\Phi$ have couplings $\mp K/2$ and denominators $\Delta_\alpha = F^\alpha_{aa} - F^\alpha_{ii}$ and $\Delta_\beta = F^\beta_{aa} - F^\beta_{ii}$. The singles $t\alpha\to a\alpha$ and $i\beta\to t\beta$ have zero coupling by symmetry. There is no αα double, since only one α orbital is empty, and no ββ double. An αβ double $i'\alpha\to a'\alpha$, $j'\beta\to b'\beta$ has by (4) the coupling $(a'i'|b'j')$, the exchange part vanishing because it pairs orbitals of opposite spin. Of the four such doubles two contain $t$ once and vanish. The pair excitation $i\alpha\,i\beta\to a\alpha\,a\beta$ has coupling $(ai|ai)$ and denominator $\Delta_\alpha + \Delta_\beta$. The last one is

$$W\Phi = a^\dagger_{a\alpha}a^\dagger_{t\beta}a_{i\beta}a_{t\alpha}\Phi = a^\dagger_{a\alpha}a_{t\alpha}\,a^\dagger_{t\beta}a_{i\beta}\Phi,$$

where $a_{t\alpha}$ was moved past a pair of operators on other spin orbitals at no cost in sign. Its coupling is $(at|ti) = K$ and its denominator is $\Delta_W = F^\alpha_{aa} - F^\alpha_{tt} + F^\beta_{tt} - F^\beta_{ii}$. Then

$$E_2 = -\frac{K^2}{4}\Big(\frac1{\Delta_\alpha} + \frac1{\Delta_\beta}\Big) - \frac{K^2}{\Delta_W} - \frac{(ai|ai)^2}{\Delta_\alpha + \Delta_\beta}. \tag{8}$$

The first term is the singles energy in the form found from symmetry.

First limit: remove the open electron. Then $K$ drops out of both Fock operators, $W\Phi$ does not exist, $\Delta_\alpha = \Delta_\beta = \Delta$, and (8) becomes $-(ai|ai)^2/2\Delta$, the MP2 energy of two electrons in two orbitals.

Second check: the spin of $H\Phi$. The determinants $X^\alpha\Phi$, $X^\beta\Phi$ and $W\Phi$ share the spatial occupation $i^1t^1a^1$. Since $H$ commutes with $S_+$, $S_+H\Phi = HS_+\Phi = 0$, and the three couplings must be consistent with this. The commutator rule gives $[S_+, a^\dagger_{a\alpha}a_{t\alpha}] = -a^\dagger_{a\alpha}a_{t\beta}$ and $[S_+, a^\dagger_{t\beta}a_{i\beta}] = a^\dagger_{t\alpha}a_{i\beta}$, so

$$S_+W\Phi = -a^\dagger_{a\alpha}\,a_{t\beta}a^\dagger_{t\beta}\,a_{i\beta}\Phi + a^\dagger_{a\alpha}\,a_{t\alpha}a^\dagger_{t\alpha}\,a_{i\beta}\Phi = -Y\Phi + 0,$$

because $t\beta$ is empty, making $a_{t\beta}a^\dagger_{t\beta} = 1$, and $t\alpha$ is filled, making $a_{t\alpha}a^\dagger_{t\alpha} = 0$. The coefficient of $Y\Phi$ in $S_+H\Phi$ is $(-\tfrac12K)(-1) + (\tfrac12K)(+1) + K(-1) = 0$, as required. The vector of couplings is $K(-\tfrac12,\tfrac12,1)$, with squared length $\tfrac32K^2$. It is the doublet in which $i$ and $a$ are coupled to a triplet pair and recoupled with $t$, the spin-polarization configuration. If the three denominators had a common value $\Delta$, this one configuration would contribute $-\tfrac32K^2/\Delta$, of which the singles carry $-\tfrac12K^2/\Delta$. In this model, and in that limit, leaving out the singles discards one third of the spin-polarization energy and leaves a piece that is not a spin eigenfunction.

The denominators are not equal. With $F^c = \tfrac12(F^\alpha + F^\beta)$, so that $F^\alpha = F^c - \tfrac12K$ and $F^\beta = F^c + \tfrac12K$ as matrices, and $\Delta_c = F^c_{aa} - F^c_{ii}$,

$$\Delta_\alpha = \Delta_c - \tfrac12K_{aa} + \tfrac12K_{ii},\quad \Delta_\beta = \Delta_c + \tfrac12K_{aa} - \tfrac12K_{ii},\quad \Delta_W = \Delta_c - \tfrac12K_{aa} - \tfrac12K_{ii} + K_{tt},$$

where $K_{tt} = (tt|tt)$. The amplitudes in $\Psi_1$ are $K/2\Delta_\alpha$, $-K/2\Delta_\beta$ and $-K/\Delta_W$, and the coefficient of $Y\Phi$ in $S_+\Psi_1$ is

$$K\Big(\frac1{\Delta_W} - \frac1{2\Delta_\alpha} - \frac1{2\Delta_\beta}\Big),$$

which vanishes for equal denominators and in general does not. The first-order wavefunction contains some quartet although $\Phi$ and $H\Phi$ are pure doublets.

For three orbitals with reflection symmetry, the ROHF conditions fix the singles couplings at $\mp\tfrac12K$, and the second-order energy (8) follows with its denominators. What remains is the case without this symmetry, where the Fock blocks are no longer diagonal, and the general ROHF reference.
